Chain or Triangle? Two and Four Electrons on Three Hydrogen Atoms

**Problem**

Three hydrogen atoms each contribute one 1s orbital. Atom 2 is bonded to atoms 1 and 3, and these two bonds have equal, fixed length. In the simplest Hückel description the orbitals are orthonormal, every atom has the same Coulomb integral α, and neighbouring atoms have the resonance integral β < 0. The resonance integral between the end atoms 1 and 3 is tβ. The value t = 0 describes a linear chain in which the end atoms do not interact, and t = 1 describes an equilateral triangle. Intermediate values describe a bent molecule.

(a) Find the three orbital energies for 0 ≤ t ≤ 1.

(b) Find the total energies of H₃⁺ and H₃⁻, with two and four electrons. Which shape does each ion prefer, and does the energy change steadily between the two shapes?

(c) Explain the answer through the orbitals of the chain. Where is the charge, and what happens when the end atoms approach each other?

(d) Let neighbouring orbitals have an overlap S > 0. Do the preferences survive?

(e) Compare the conclusions with a minimal-basis calculation that includes electron repulsion and nuclear repulsion. Where does the Hückel ordering fail, and does a preferred shape imply a stable ion?

**Solution**

**(a) The orbital energies**

Write an orbital as c₁φ₁ + c₂φ₂ + c₃φ₃ and its energy as

E = α + xβ.

Since β is negative, a larger x means a lower energy. After α is subtracted and β divided out, the Hückel equations are

x c₁ = c₂ + t c₃
x c₂ = c₁ + c₃
x c₃ = t c₁ + c₂.

Exchanging the end atoms leaves these equations unchanged, so the orbitals can be chosen antisymmetric or symmetric under that exchange.

For the antisymmetric orbital, c₃ = −c₁. The first and third equations become

x c₁ = c₂ − t c₁
−x c₁ = t c₁ + c₂.

Their sum is 0 = 2c₂, so c₂ = 0. The first equation then gives x = −t.

For the symmetric orbitals, c₃ = c₁. The first two equations become

(x − t)c₁ = c₂
x c₂ = 2c₁.

Inserting the first into the second gives x(x − t)c₁ = 2c₁. Here c₁ cannot vanish, because c₂ would vanish with it. Therefore

x² − t x − 2 = 0,

x₊ = [t + √(t² + 8)]/2, x₋ = [t − √(t² + 8)]/2.

To fill the orbitals we need their order. The value x₊ is positive and belongs to the lowest energy. The antisymmetric orbital comes next if −t ≥ x₋. Multiplying by 2 and rearranging turns this condition into

√(t² + 8) ≥ 3t.

Both sides are non-negative, so squaring gives t² + 8 ≥ 9t², or t ≤ 1. Over the whole path the order of increasing energy is therefore x₊, −t, x₋, with the last two equal at t = 1:

chain: x = √2, 0, −√2
triangle: x = 2, −1, −1.

**(b) The total energies**

For N electrons the total Hückel energy is Nα + Bβ, where B is the sum of x over the electrons. Two electrons fill the lowest orbital:

B₂ = 2x₊ = t + √(t² + 8).

Four electrons also fill the antisymmetric orbital:

B₄ = 2x₊ − 2t = √(t² + 8) − t.

At the ends of the path this gives

H₃⁺ chain: 2α + 2√2 β
H₃⁺ triangle: 2α + 4β
H₃⁻ chain: 4α + 2√2 β
H₃⁻ triangle: 4α + 2β.

With two electrons the triangle is lower by (4 − 2√2)|β| = 1.17|β|. With four electrons the chain is lower by (2√2 − 2)|β| = 0.83|β|.

The derivatives decide what happens between these points:

dB₂/dt = 1 + t/√(t² + 8) > 0
dB₄/dt = −1 + t/√(t² + 8) < 0.

The second sign follows because the square root exceeds t. As t grows, the energy of the two-electron ion falls steadily and that of the four-electron ion rises steadily.

The four-electron triangle needs a remark. Its last two electrons share two orbitals of equal energy. They may form a singlet or, with parallel spins in different orbitals, a triplet. Hückel theory assigns both the energy 4α + 2β, because it contains no explicit electron repulsion. A calculation with repulsion must examine both spins.

**(c) The second pair and the end atoms**

In the chain, x = √2 gives c₂ = √2 c₁. Normalization requires c₁² + 2c₁² + c₁² = 1, so c₁ = 1/2. The two occupied orbitals of H₃⁻ are

bonding: (1/2, 1/√2, 1/2)
nonbonding: (1/√2, 0, −1/√2).

H₃⁺ fills the first of them, which is a three-centre two-electron bond. H₃⁻ fills both, which is a three-centre four-electron bond.

The population of an atom is the sum of c² over the electrons. The bonding pair contributes 2(1/4) = 1/2 to each end and 2(1/2) = 1 to the middle. The nonbonding pair adds 2(1/2) = 1 to each end and nothing to the middle:

H₃⁺: 1/2, 1, 1/2
H₃⁻: 3/2, 1, 3/2.

A neutral hydrogen atom has population 1. The charge, positive or negative, therefore sits on the ends. This bears on hypervalency: the middle atom of H₃⁻ holds two neighbours without acquiring more than one electron in this model, because the second pair resides on the neighbours.

The bond order Pᵢⱼ is the sum of cᵢcⱼ over the electrons. The bond between neighbours has

P₁₂ = 2(1/2)(1/√2) = 1/√2

in both ions, since the nonbonding orbital vanishes on atom 2. The difference lies between the ends:

H₃⁺: P₁₃ = 2(1/2)(1/2) = +1/2
H₃⁻: P₁₃ = 1/2 + 2(1/√2)(−1/√2) = −1/2.

These numbers fix the first response to bending. Let M be the matrix of the equations in (a), so that Mc = xc and x = cᵀMc for a normalized orbital. Differentiation gives

dx/dt = cᵀ(dM/dt)c + 2x cᵀ(dc/dt).

The last term vanishes because cᵀc = 1 implies cᵀ(dc/dt) = 0. The matrix dM/dt has the entry 1 at positions (1,3) and (3,1) and zeros elsewhere, so dx/dt = 2c₁c₃. Summing over the electrons,

dB/dt = 2P₁₃ at t = 0.

The result is +1 for two electrons and −1 for four, in agreement with the derivatives in (b). The first pair has the same sign on both ends and gains energy when they interact. The second pair has opposite signs there and loses twice as much as the first pair gains.

**(d) The effect of overlap**

Let neighbouring orbitals overlap by S, with the same β and S in both shapes, and neglect the interaction and the overlap of the ends of the chain. If A is the matrix with entry 1 for each pair of neighbours, the energy matrix is α + βA and the overlap matrix is 1 + SA. Both have the eigenvectors of A, whose eigenvalues are the Hückel values x. Hence

E = (α + βx)/(1 + Sx).

Subtracting α and using a common denominator,

E − α = (α + βx − α − αSx)/(1 + Sx) = kx/(1 + Sx), k = β − αS.

Bonding requires k < 0. All overlap eigenvalues 1 + Sx must be positive, which for the chain means S < 1/√2. In this range the order of the levels is unchanged, because x/(1 + Sx) increases with x.

Let B now denote the total energy relative to Nα, divided by k. For two electrons,

B₂(triangle) − B₂(chain) = 4/(1 + 2S) − 2√2/(1 + √2 S).

Over the common denominator the numerator is 4 + 4√2 S − 2√2 − 4√2 S. The terms in S cancel, leaving

B₂(triangle) − B₂(chain) = (4 − 2√2)/[(1 + 2S)(1 + √2 S)] > 0.

The triangle remains lower. For four electrons the nonbonding orbital of the chain contributes nothing, while the triangle has one pair at x = 2 and one at x = −1:

B₄(chain) = 2√2/(1 + √2 S)

B₄(triangle) = 4/(1 + 2S) − 2/(1 − S) = 2(1 − 4S)/[(1 + 2S)(1 − S)].

Their difference has a positive denominator and the numerator

2[√2(1 + 2S)(1 − S) − (1 − 4S)(1 + √2 S)]
= 2[√2 + √2 S − 2√2 S² − 1 − √2 S + 4S + 4√2 S²]
= 2[√2 − 1 + 4S + 2√2 S²] > 0.

The chain remains lower. Overlap also reveals a qualitative difference between the two shapes of H₃⁻. As S grows, the lowering 2/(1 + 2S) of the bonding level of the triangle shrinks, while the rise 1/(1 − S) of its antibonding level grows, both in units of |k|. The two are equal at S = 1/4, so B₄ of the triangle vanishes there and is negative beyond. A tight four-electron triangle is then higher in energy than its separate orbitals, while the chain keeps a net bonding energy in this model.

**(e) A minimal-basis calculation**

The comparison uses the STO-3G basis, which gives each hydrogen atom one fixed 1s function built from three Gaussians. Full configuration interaction (full CI) mixes all distributions of the electrons over the three resulting orbitals. Overlap, electron repulsion and nuclear repulsion are included, but the result is complete only within these three functions. Energies are in rydberg (Ry), with the zero at separated nuclei and electrons, and lengths are in bohr.

With the two bond lengths kept equal and optimized for each shape, the results are:

H₃⁺ chain: R = 1.656 bohr, E = −2.4706 Ry
H₃⁺ triangle: R = 1.863 bohr, E = −2.5489 Ry
H₃⁻ chain: R = 1.948 bohr, E = −2.7051 Ry
H₃⁻ triangle: R = 3.334 bohr, E = −2.3646 Ry.

The energy differences are

H₃⁺: −2.4706 − (−2.5489) = 0.078 Ry = 1.06 eV in favour of the triangle
H₃⁻: −2.3646 − (−2.7051) = 0.3405 Ry = 4.63 eV in favour of the chain.

Both preferences agree with Hückel theory. The sizes are those of the minimal basis and are far from converged. For H₃⁺ the cc-pVTZ basis gives 1.76 eV, with R = 1.54 bohr for the chain and 1.65 bohr for the triangle. For H₃⁻, full CI with three s functions per atom, one of them diffuse, lowers the gap to roughly 0.2 Ry, or 2.8 eV. The H₃⁻ triangle is a triplet at its optimized length; the lowest singlet at that length has the energy −2.2290 Ry. The long bonds of this triplet do not by themselves reflect the shape, since the triplet chain has its optimum at a similar length, 3.38 bohr. The singlets show the contrast expected from (d): the singlet triangle has its optimum near 3.9 bohr, the singlet chain at 1.948 bohr.

The Hückel comparison was made at a common bond length, so the same should be done here. Here, as in the other STO-3G tables of energies, each geometry is given the lower of its singlet and triplet energies. The energy of the triangle minus that of the chain is:

R = 1.6 bohr: H₃⁺ −0.040 Ry, H₃⁻ +1.066 Ry
R = 2.0 bohr: H₃⁺ −0.112 Ry, H₃⁻ +0.692 Ry
R = 2.4 bohr: H₃⁺ −0.133 Ry, H₃⁻ +0.418 Ry
R = 3.0 bohr: H₃⁺ −0.120 Ry, H₃⁻ +0.159 Ry
R = 4.0 bohr: H₃⁺ −0.063 Ry, H₃⁻ +0.001 Ry
R = 5.0 bohr: H₃⁺ −0.024 Ry, H₃⁻ −0.017 Ry.

The signs agree with Hückel theory at ordinary bond lengths, but the sizes do not follow its ratio. Simple Hückel theory makes the four-electron preference 0.83/1.17 = 0.71 times the two-electron one. At 2.0 bohr the calculated ratio is 0.692/0.112 = 6.2. Overlap acts in this direction. Dividing the two differences found in (d) gives

ratio = (√2 − 1 + 4S + 2√2 S²)/[(2 − √2)(1 − S)],

which rises from 0.71 at S = 0 to 3.6 at S = 1/4. The STO-3G overlap of neighbours at 2.0 bohr is larger, S = 0.46, and there the formula gives 9.1, above the calculated 6.2. The formula has the right direction but is not a quantitative account: it neglects the overlap of the chain ends, and the repulsion energies also differ between the shapes. The value 6.2 itself belongs to the minimal basis: with three s functions per atom, one of them diffuse, the H₃⁻ difference at 2.0 bohr falls from +0.692 to +0.24 Ry, and the compact triangle anion then lies above neutral H₃ at the same geometry.

The path between the shapes can be followed by opening the angle at the middle atom. The bond length is held at 1.863 bohr for H₃⁺ and at 1.948 bohr for H₃⁻:

60°: H₃⁺ −2.549 Ry, H₃⁻ −1.971 Ry
80°: H₃⁺ −2.527 Ry, H₃⁻ −2.153 Ry
100°: H₃⁺ −2.497 Ry, H₃⁻ −2.416 Ry
120°: H₃⁺ −2.476 Ry, H₃⁻ −2.565 Ry
180°: H₃⁺ −2.454 Ry, H₃⁻ −2.705 Ry.

At these angles the cation rises in energy as it opens and the anion falls, as in (b).

The explanation in (c) can be examined too. Populations and bond orders of the full CI chains, evaluated in symmetrically orthogonalized atomic orbitals, are:

H₃⁺: populations 0.52, 0.97, 0.52; P₁₃ = +0.47
H₃⁻: populations 1.52, 0.97, 1.52; P₁₃ = −0.46.

They lie close to the Hückel values, and the end-end bond order changes sign as required.

**Why long bonds are different.** At 5.0 bohr the STO-3G triangle of H₃⁻ is slightly lower than the chain, against the Hückel ordering. The length at which this occurs depends on the basis: with three s functions per atom, one of them diffuse, the chain is still lower by 0.004 Ry at 5.0 bohr and the triangle is lower by 0.004 Ry at 7.0 bohr. A simple extension of the model shows how this can happen. Let two electrons on the same atom repel each other with energy U, and neglect overlap and repulsion between atoms.

Consider first the triplet with three electrons of spin up and one of spin down. The three spin-up electrons fill all three orbitals, so they place one electron on every atom, and their x values add to zero. Wherever the spin-down electron goes, it creates one doubly occupied atom. The energy is therefore

E(triplet) = 4α + U + x₊β,

with x₊ = √2 in the chain and 2 in the triangle. The triplet prefers the triangle.

The singlet chain gains 2√2|β| in Hückel theory, but its independent electrons pay more repulsion. The probability of double occupation on an atom is the square of half its population, so the mean repulsion is

[(3/4)² + (1/2)² + (3/4)²]U = (11/8)U.

When bonds are stretched, |β| shrinks while U remains. For |β| ≪ U, the low states have just one doubly occupied atom. A hop then exchanges this atom with a singly occupied neighbour. In a chain such hops never change the order of the two unpaired spins, so the double occupation moves over three sites in a row, with lowest energy

E(chain) = 4α + U + √2 β

to leading order in β/U, for the singlet as well as the triplet. The triplet triangle is then lower by (2 − √2)|β|. That this mechanism causes the reversal at 5.0 bohr is a conjecture: the calculation shows the reversal, but does not isolate its cause.

**Shape and stability.** The minimal basis should not be used to judge whether H₃⁻ holds together. Its single function cannot expand when an atom gains an electron, and it gives the two electrons of H⁻ no means of avoiding each other. STO-3G places H⁻ above H by 0.616 Ry. In the larger aug-cc-pVDZ basis, which includes diffuse functions, coupled cluster theory with single and double excitations (CCSD) places H⁻ below H by 0.049 Ry (0.054 Ry in aug-cc-pVTZ).

At this second level the symmetric H₃⁻ chain has its lowest energy at R = 2.02 bohr. Compared with a separated hydrogen molecule and hydride ion,

H₃⁻ chain: −3.3448 Ry
H₂ + H⁻: −3.3779 Ry
difference: 0.033 Ry = 0.45 eV.

The symmetric chain is higher. This level still leaves out part of the basis and, for four electrons, the higher excitations; in aug-cc-pVTZ at R = 2.00 bohr the difference is 0.50 eV with CCSD and 0.46 eV with perturbative triple excitations added. Within it, four electrons on three hydrogen atoms do better as a molecule and a separate hydride ion than as two equal bonds. This does not make H₃⁻ unbound. With unequal bonds, a hydride ion placed on the axis about 6 bohr from the nearer atom of an intact H₂ molecule lies about 0.003 Ry below the separated fragments at the same level. This is a weakly held complex, not a three-centre bond. The Hückel result compares a chain with a triangle at equal bond lengths, and it says nothing about these possibilities.

The numerical check checks the Hückel formulas of (a) to (c) and carries out the tabulated STO-3G calculations of (e) and the aug-cc-pVDZ comparison of the symmetric chain with the separated fragments; the overlap formulas of (d) and the model with U rest on the derivations given here.

Table of computed values

```
HUECKEL MODEL (x and B are dimensionless)
chain: x = 1.4142, -0.0000, -1.4142; B2 = 2.8284, B4 = 2.8284
triangle: x = 2.0000, -1.0000, -1.0000; B2 = 4.0000, B4 = 2.0000
2 electrons: triangle below chain by 1.1716 |beta|
4 electrons: chain below triangle by 0.8284 |beta|
chain, 2 electrons: populations 0.500, 1.000, 0.500; P13 = 0.500; dB/dt = 1.000
chain, 4 electrons: populations 1.500, 1.000, 1.500; P13 = -0.500; dB/dt = -1.000
STO-3G FULL CI, OPTIMIZED EQUAL BONDS
H3+ chain: R = 1.6561 bohr, E = -2.47064 Ry, singlet, minimum inside scan: True
H3+ triangle: R = 1.8626 bohr, E = -2.54888 Ry, singlet, minimum inside scan: True
H3- chain: R = 1.9478 bohr, E = -2.70515 Ry, singlet, minimum inside scan: True
H3- triangle: R = 3.3343 bohr, E = -2.36462 Ry, triplet, minimum inside scan: True
  same R: singlet -2.22898 Ry, triplet -2.36462 Ry
H3+: triangle below chain by 0.0782 Ry = 1.06 eV
H3-: chain below triangle by 0.3405 Ry = 4.63 eV
E(triangle) - E(chain) AT COMMON R, STO-3G FULL CI
R = 1.6 bohr: H3+ -0.0401 Ry, H3- +1.0662 Ry
R = 2.0 bohr: H3+ -0.1118 Ry, H3- +0.6921 Ry
R = 2.4 bohr: H3+ -0.1328 Ry, H3- +0.4179 Ry
R = 3.0 bohr: H3+ -0.1202 Ry, H3- +0.1587 Ry
R = 4.0 bohr: H3+ -0.0627 Ry, H3- +0.0006 Ry
R = 5.0 bohr: H3+ -0.0239 Ry, H3- -0.0173 Ry
OPENING THE ANGLE AT FIXED R, STO-3G FULL CI
fixed R: H3+ 1.8626 bohr, H3- 1.9478 bohr
angle 60 deg: H3+ -2.5489 Ry, H3- -1.9705 Ry
angle 80 deg: H3+ -2.5270 Ry, H3- -2.1528 Ry
angle 100 deg: H3+ -2.4974 Ry, H3- -2.4160 Ry
angle 120 deg: H3+ -2.4761 Ry, H3- -2.5648 Ry
angle 180 deg: H3+ -2.4539 Ry, H3- -2.7051 Ry
CHAIN DENSITY, STO-3G FULL CI, ORTHOGONALIZED ORBITALS
H3+: populations 0.517, 0.966, 0.517; P13 = +0.467
H3-: populations 1.517, 0.966, 1.517; P13 = -0.460
LIMITS OF THE MINIMAL BASIS AND OF THE CLAIM
E(H-) - E(H), STO-3G: +0.6160 Ry
E(H-) - E(H), CCSD/aug-cc-pVDZ: -0.0494 Ry
H3- chain, CCSD/aug-cc-pVDZ: R = 2.02 bohr, E = -3.3448 Ry
H2 + H-, CCSD/aug-cc-pVDZ: E = -3.3779 Ry
chain above H2 + H- by 0.0331 Ry = 0.45 eV
```
